# Chern Numbers of Odd and Even Antiferromagnetic Dirac-Cone Films

**The model.** A film consists of $N$ magnetic layers whose magnetizations point along $\pm z$, alternating from layer to layer. Each layer has a Dirac cone on its top face and one on its bottom face, so the film has $2N$ sites, numbered from the top. With Pauli matrices $\sigma$ for spin,

$$H(\mathbf k)=\hbar v\,\tau\,(k_y\sigma_x-k_x\sigma_y)+M\sigma_z+T .$$

Here $\tau$ is diagonal, $+1$ on top faces and $-1$ on bottom faces. The real hopping $T$ connects neighbouring sites: $S$ between the two faces of one layer, $D$ between the facing surfaces of adjacent layers. The exchange term $M$ is diagonal, with $\mu_\alpha=m(-1)^{\alpha-1}$ on both faces of layer $\alpha$. Take $m,S,D,v>0$ and half filling. The Chern number is

$$C=\frac1{2\pi}\int d^2k\,\Omega,\qquad \Omega=\partial_xA_y-\partial_yA_x,\qquad A=i\langle u|\nabla_k u\rangle,$$

summed over filled bands. The Hall conductance has magnitude $|C|e^2/h$.

## Part (a)

**Question.** Where in the $\mathbf k$ plane can the gap close? Reduce the film to independent two-level problems.

**Answer.** Call the first term of the Hamiltonian $H_v$. Since $\tau^2=1$ and $(k_y\sigma_x-k_x\sigma_y)^2=k^2$, we have $H_v^2=\hbar^2v^2k^2$. It anticommutes with $M\sigma_z$, because $\tau$ and $M$ commute while $\sigma_{x,y}$ anticommute with $\sigma_z$. It anticommutes with $T$, because every hop joins a top face to a bottom face, so $\tau T=-T\tau$. The cross terms in the square therefore vanish:

$$H(\mathbf k)^2=\hbar^2v^2k^2+H(0)^2 .$$

The gap can close only at $k=0$.

At $k=0$ the spin-up block is $h=T+M$ and the spin-down block is $T-M$. Let $h\phi_n=\varepsilon_n\phi_n$, with orthonormal $\phi_n$. Then

$$(T-M)\tau\phi_n=\tau(-T-M)\phi_n=-\varepsilon_n\,\tau\phi_n .$$

Use the basis $|\phi_n\uparrow\rangle$, $|\tau\phi_n\downarrow\rangle$. The velocity term flips spin, and its matrix elements are

$$\langle\phi_n\!\uparrow|H_v|\tau\phi_l\!\downarrow\rangle=\hbar v(k_y+ik_x)\langle\phi_n|\tau^2|\phi_l\rangle=\hbar v(k_y+ik_x)\,\delta_{nl}.$$

The film thus splits into $2N$ separate cones,

$$H_n=\hbar v(k_y\sigma_x-k_x\sigma_y)+\varepsilon_n\sigma_z,\qquad E=\pm\sqrt{\hbar^2v^2k^2+\varepsilon_n^2},$$

and the film's gap is $2\min_n|\varepsilon_n|$.

## Part (b)

**Question.** Express $C$ through the levels $\varepsilon_n$. Why is the result an integer?

**Answer.** Write $k_y+ik_x=ik\,e^{-i\theta}$, $E_n=\sqrt{\hbar^2v^2k^2+\varepsilon_n^2}$, $\cos\beta=\varepsilon_n/E_n$ and $\sin\beta=\hbar vk/E_n$. The lower state of $H_n$ is

$$u=\begin{pmatrix}-ie^{-i\theta}\sin(\beta/2)\\ \cos(\beta/2)\end{pmatrix}.$$

The first row of $H_nu$ confirms this:

$$ie^{-i\theta}E_n\left[\sin\beta\cos\tfrac\beta2-\cos\beta\sin\tfrac\beta2\right]=ie^{-i\theta}E_n\sin\tfrac\beta2=-E_nu_1 .$$

The radial connection vanishes because $u$ is normalized and its phase does not depend on $k$. The angular one is

$$A_\theta=i\langle u|\partial_\theta u\rangle=\sin^2\frac\beta2=\frac12\left(1-\frac{\varepsilon_n}{E_n}\right).$$

Hence $\Omega=k^{-1}\partial_kA_\theta=\hbar^2v^2\varepsilon_n/(2E_n^3)$, and the cone contributes

$$C_n=\frac1{2\pi}\,2\pi\big[A_\theta(\infty)-A_\theta(0)\big]=\frac12-\frac{1-\operatorname{sgn}\varepsilon_n}2=\frac12\operatorname{sgn}\varepsilon_n .$$

Summing over cones,

$$C=\frac12\sum_{n=1}^{2N}\operatorname{sgn}\varepsilon_n .$$

In a gapped film this is half a sum of an even number of signs, hence an integer.

A continuum plane has no boundary condition at infinity, so the integer deserves a check on a lattice. Replace $k_{x,y}$ by sines and let the intralayer hopping grow away from $k=0$. The sines vanish at three further points. There the hopping has a larger value $S'>D+m$. The intralayer term alone has $N$ levels at $+S'$ and $N$ at $-S'$, and the other terms, whose norm is at most $D+m$, cannot carry any of them through zero. The gap therefore stays open at these points. At $m=0$ time reversal makes the lattice Chern number zero, and the sum above is zero too, because $\tau T\tau=-T$ makes the levels symmetric. As $m$ is raised to its final value, the lattice gap can close only at $k=0$, where each level that crosses zero changes the Chern number by the same amount as in its cone. The lattice Chern number thus equals the sum above. The numerical output confirms this for $N=5$ to $8$.

## Part (c)

**Question.** What does the combination of inversion and time reversal imply for films with even $N$? Does the conclusion depend on the details of the model?

**Answer.** Let $R$ reverse the order of the sites, and let $\mathcal K$ be complex conjugation. Reversal exchanges top and bottom faces, so $R\tau R=-\tau$, and it leaves the bond pattern alone, so $RTR=T$. Layer $\alpha$ goes to $N+1-\alpha$, which gives

$$RMR=(-1)^{N+1}M .$$

The operator $\Theta=R\,i\sigma_y\mathcal K$ reverses all three spin matrices and keeps $\mathbf k$ fixed. In $H_v$ the signs from $\tau$ and $\sigma$ cancel. In $M\sigma_z$ they cancel if $N$ is even. Hence $\Theta H(\mathbf k)\Theta^{-1}=H(\mathbf k)$ for even $N$. For odd $N$ the exchange term changes sign and the symmetry is absent.

Let $P(\mathbf k)$ project on the filled bands $|n\rangle$. Orthonormality gives $\partial_yP|n\rangle=(1-P)|\partial_yn\rangle$, so

$$\operatorname{Tr}P\,\partial_xP\,\partial_yP=\sum_n\langle\partial_xn|(1-P)|\partial_yn\rangle .$$

On antisymmetrizing in $x,y$, the part containing $P$ cancels in the sum over filled bands, leaving

$$\Omega=i\operatorname{Tr}P[\partial_xP,\partial_yP].$$

The commutator of two Hermitian matrices is anti-Hermitian, so this trace is imaginary. An antiunitary operator obeys $\operatorname{Tr}(\Theta X\Theta^{-1})=(\operatorname{Tr}X)^*$. Since $\Theta$ commutes with $P$ at every $\mathbf k$, the trace is also real. It is therefore zero: $\Omega(\mathbf k)=0$ everywhere, and $C=0$.

The argument uses only the symmetry and a gap, so it holds for any PT-symmetric perturbation that keeps the gap open. The bare model has a further property for even $N$, $(R\tau)H(R\tau)^{-1}=-H$, which pairs the levels as $\pm\varepsilon$ and would by itself give $C=0$. To isolate the role of PT, random terms that break this pairing were added to a four-layer film. With PT-symmetric terms the curvature at the chosen $\mathbf k$ stays below $10^{-13}\ \mathrm{meV}^{-2}$, measured in the variables $\hbar vk_{x,y}$. Terms that break PT give $3.8\times10^{-5}\ \mathrm{meV}^{-2}$.

## Part (d)

**Question.** Find $\mathcal D_N=\det h$ for $N$ layers. Can an even film become gapless? For which thicknesses is an odd film a Chern insulator?

**Answer.** Expand the tridiagonal determinant one site at a time. Let $B_\alpha$ be the determinant of the first $2\alpha-1$ sites. Then

$$B_\alpha=\mu_\alpha\mathcal D_{\alpha-1}-D^2B_{\alpha-1},\qquad \mathcal D_\alpha=\mu_\alpha B_\alpha-S^2\mathcal D_{\alpha-1},$$

with $\mathcal D_0=1$, $B_0=0$. Put $B_\alpha=\mu_\alpha F_\alpha$. Because $\mu_{\alpha-1}=-\mu_\alpha$, the alternating sign disappears:

$$F_\alpha=\mathcal D_{\alpha-1}+D^2F_{\alpha-1},\qquad m^2F_\alpha=\mathcal D_\alpha+S^2\mathcal D_{\alpha-1}.$$

Multiply the first equation by $m^2$ and eliminate $F$ with the second:

$$\mathcal D_\alpha+S^2\mathcal D_{\alpha-1}=m^2\mathcal D_{\alpha-1}+D^2\left(\mathcal D_{\alpha-1}+S^2\mathcal D_{\alpha-2}\right).$$

With $t=m^2+D^2-S^2$ this reads

$$\mathcal D_\alpha=t\,\mathcal D_{\alpha-1}+S^2D^2\mathcal D_{\alpha-2},\qquad \mathcal D_1=m^2-S^2 .$$

The trial form $\lambda^\alpha$ gives $p(\lambda)=\lambda^2-t\lambda-S^2D^2=0$, with roots

$$\lambda_\pm=\tfrac12\left[t\pm\sqrt{t^2+4S^2D^2}\right],\qquad \lambda_+>0>\lambda_- .$$

Thus $\mathcal D_N=a\lambda_+^N+b\lambda_-^N$. The initial values require $a+b=1$ and $a\lambda_++b\lambda_-=m^2-S^2=\lambda_++\lambda_--D^2$, so

$$a=\frac{\lambda_+-D^2}{\lambda_+-\lambda_-},\qquad b=\frac{D^2-\lambda_-}{\lambda_+-\lambda_-}.$$

Since $p(D^2)=D^2(D^2-t-S^2)=-m^2D^2<0$, the value $D^2$ lies between the roots. Both $a$ and $b$ are positive.

*Even $N$.* Both terms of $\mathcal D_N$ are positive. The film is gapped for all nonzero $m,S,D$, and part (c) gives $C=0$.

*Odd $N$.* Now $\mathcal D_N=a\lambda_+^N-b|\lambda_-|^N$, which is positive when

$$\left(\frac{\lambda_+}{|\lambda_-|}\right)^N>\frac ba=\frac{D^2+|\lambda_-|}{\lambda_+-D^2}.$$

To connect this sign with $C$, fix $N$ and raise $m$ from zero. At $m=0$, $\tau T\tau=-T$ makes the levels symmetric about zero, and $\det T=(-S^2)^N\neq0$; hence $C=0$ for small $m$. For very large $m$ the exchange dominates. There are $(N+1)/2$ layers with $+m$ and $(N-1)/2$ with $-m$, two sites each, so the signs sum to 2 and $C=1$. The gap must close in between.

It closes once. As $m^2$ grows, $t$ and $\lambda_+$ grow, while $|\lambda_-|=S^2D^2/\lambda_+$ falls. The left side of the inequality rises and the right side falls, so they cross at a single $m$. Hence $C=0$ where $\mathcal D_N<0$ and $C=1$ where $\mathcal D_N>0$.

It remains to read the inequality as a condition on thickness.

- If $t>0$, then $\lambda_+>|\lambda_-|$, and $C=1$ for odd $N>N_c$, where

$$N_c=\frac{\ln\left[(D^2+|\lambda_-|)/(\lambda_+-D^2)\right]}{\ln\left(\lambda_+/|\lambda_-|\right)} .$$

 Odd films with $N<N_c$ have $C=0$. If $N_c$ is itself an odd integer, that film is gapless.
- If $t\le0$, then $\lambda_+\le|\lambda_-|$, and $b-a=(2D^2-t)/(\lambda_+-\lambda_-)>0$. The inequality fails for every $N$, and no odd film is a Chern insulator.

Sufficiently thick odd films are therefore Chern insulators exactly when $S^2<D^2+m^2$. If $m>S$, then $\mathcal D_1>0$, so $N_c<1$: a single layer already has $C=1$, and so does every odd film. Reversing all magnetizations reverses $C$.

## Part (e)

**Question.** What does $t=0$ mean for the bulk? Interpret the transition in terms of surface states when $D>S$ and $m$ is small.

**Answer.** The bulk magnetic cell has four sites with exchange $m,m,-m,-m$, joined in a ring by $S,D,S,D$, with a phase $e^{\pm iq}$ on the last bond. Collect the permutations in $\det h(q)$. The diagonal gives $m^4$. Exchanges on one bond give $-2S^2m^2+2D^2m^2$. Pairs of disjoint bonds give $S^4+D^4$, and the two circuits of the ring give $-2S^2D^2\cos q$. Together,

$$\det h(q)=t^2+2S^2D^2(1-\cos q).$$

The bulk gap closes only for $t=0$, at $q=0$ and $k=0$. The condition $t>0$ selects one of the two bulk insulators separated by this closing.

For $m=0$ and $r=S/D<1$, a thick film has a state at each surface. The top one lives on top faces and obeys $Sa_\alpha+Da_{\alpha+1}=0$. The bottom one is its mirror image on bottom faces:

$$a_\alpha=\sqrt{1-r^2}\,(-r)^{\alpha-1},\qquad b_\alpha=\sqrt{1-r^2}\,(-r)^{N-\alpha}.$$

To first order in $m$, the top state acquires the mass

$$m_s=m(1-r^2)\sum_{\alpha\ge1}(-r^2)^{\alpha-1}=m\,\frac{1-r^2}{1+r^2}=m\,\frac{D^2-S^2}{D^2+S^2}.$$

The bottom state acquires $+m_s$ for odd $N$ and $-m_s$ for even $N$. The hopping couples the two states by

$$(1-r^2)(-r)^{N-1}\left[NS-(N-1)Dr\right]=S(1-r^2)(-r)^{N-1},$$

where $Dr=S$ was used. Its magnitude is $\delta_N=D(1-r^2)r^N$. The two levels nearest zero are then

$$\varepsilon=m_s\pm\delta_N\ (N\text{ odd}),\qquad \varepsilon=\pm\sqrt{m_s^2+\delta_N^2}\ (N\text{ even}).$$

These expressions hold when $m$ and $\delta_N$ are small compared with $D-S$. They were tested against diagonalization for weak exchange and thick films.

In a thin odd film hybridization wins: the two levels have opposite signs and their half-integers cancel. Once $\delta_N<m_s$ both are positive and add to $C=1$. In an even film the surface masses are opposite, and hybridization only pushes the levels further apart.

## Part (f)

**Question.** For the round model values $S=90$, $D=120$ and $m=30$ meV, find the thinnest odd Chern insulator and discuss its gap. What changes for $S=130$ meV?

**Answer.** First, $t=900+14400-8100=7200\ \mathrm{meV}^2$, which is positive. The roots are $\lambda_+=14984$ and $\lambda_-=-7784\ \mathrm{meV}^2$. Their ratio in magnitude is $1.925$, and

$$\frac ba=\frac{14400+7784.2}{14984.2-14400}\approx37.97,\qquad N_c=\frac{\ln37.97}{\ln1.925}\approx5.55 .$$

The thinnest odd Chern insulator has seven layers. Diagonalization gives:

| $N$ | middle levels (meV) | gap (meV) | $C$ |
|---|---|---|---|
| 3 | −14.7, 40.7 | 29.3 | 0 |
| 5 | −1.9, 22.9 | 3.8 | 0 |
| 6 | −12.8, 12.8 | 25.5 | 0 |
| 7 | 3.5, 15.8 | 6.9 | 1 |
| 8 | −10.2, 10.2 | 20.5 | 0 |
| 9 | 6.1, 12.5 | 12.3 | 1 |

One level passes through zero between five and seven layers. Integrating the Berry curvature of the full Hamiltonian gives the same Chern numbers. For $N\ge7$ odd, $|\sigma_{xy}|=e^2/h=38.74\ \mu\mathrm S$ when the Fermi level lies in the gap.

Here $m$ equals $D-S$, so the surface estimate of part (e) is only a guide. It places the transition between five and seven layers, since $m_s=8.4$ meV lies between $\delta_5=12.5$ and $\delta_7=7.0$ meV, but it would put the critical exchange of the five-layer film near 44 meV instead of the computed 33.9 meV. Its energies are rough as well. For $N=7$ it gives a lower level of $8.4-7.0=1.4$ meV, against the computed $3.5$ meV. At 40 and 41 layers both gaps are $18.3$ meV, while $2m_s=16.8$ meV is about 8% below that value. The parity of a thick film is thus invisible in its gap but fixes its Hall conductance.

The critical exchange is $33.9$ meV for five layers and $21.5$ meV for seven, which brackets $m=30$ meV. The five-layer film is close to its transition: a change of exchange or hopping that raises the lower level of $h$ by about 2 meV, such as a uniform Zeeman term along $z$, would make it a Chern insulator. A uniform spin-independent potential would not, because it shifts the spin-up level and its spin-down partner together and leaves the gap unchanged. The critical thickness is therefore sensitive to terms left out here, such as an exchange field that differs between outer and inner faces.

For $S=130$ meV, $t=900+14400-16900=-1600\ \mathrm{meV}^2$. By part (d) no odd film has $C=1$, however thick; the numerical output shows $C=0$ for odd $N$ up to 41. A critical thickness would reappear for $m>\sqrt{S^2-D^2}=\sqrt{16900-14400}=50$ meV, but it diverges as $m$ approaches this value from above, because $\lambda_+/|\lambda_-|\to1$ while $b/a$ stays above 1. The thinnest odd Chern insulator has 91 layers at $m=55$ meV and 41 layers at $m=60$ meV.

## Computed values

```
hopping S = 90 meV, D = 120 meV, exchange m = 30 meV
t = 7200 meV^2
lambda_plus = 14984.2 meV^2, lambda_minus = -7784.2 meV^2
ratio lambda_plus/|lambda_minus| = 1.9250
ratio b/a = 37.974
critical thickness N_c = 5.553 layers
N | two middle levels of h (meV) | gap (meV) | C | curvature integral
 1 |  -60.000  120.000 | 120.000 | 0 | 0.0000
 2 |  -46.277   46.277 |  92.554 | 0 | 0.0000
 3 |  -14.662   40.702 |  29.323 | 0 | 0.0000
 4 |  -20.586   20.586 |  41.172 | 0 | 0.0000
 5 |   -1.922   22.918 |   3.845 | 0 | 0.0000
 6 |  -12.771   12.771 |  25.541 | 0 | 0.0000
 7 |    3.472   15.837 |   6.944 | 1 | 1.0000
 8 |  -10.232   10.232 |  20.464 | 0 | 0.0000
 9 |    6.137   12.542 |  12.273 | 1 | 1.0000
10 |   -9.465    9.465 |  18.930 | 0 | 0.0000
lattice Chern number, N = 5: 0.0000
lattice Chern number, N = 6: 0.0000
lattice Chern number, N = 7: 1.0000
lattice Chern number, N = 8: 0.0000
critical exchange for N = 1: 90.000 meV
critical exchange for N = 3: 52.728 meV
critical exchange for N = 5: 33.912 meV
critical exchange for N = 7: 21.520 meV
critical exchange for N = 9: 13.108 meV
surface mass, first order in m: 8.400 meV
surface hybridization, N = 3: 22.148 meV
surface hybridization, N = 5: 12.458 meV
surface hybridization, N = 7: 7.008 meV
surface hybridization, N = 9: 3.942 meV
gap of thick film, N = 40: 18.312 meV
gap of thick film, N = 41: 18.312 meV
contrast stack S = 130 meV: t = -1600 meV^2, largest C for odd N up to 41 = 0
even film N = 4, curvature with PT-breaking terms: 3.76e-05 meV^-2
same film, PT-symmetric terms: below 1e-13 meV^-2 is True
Hall conductance e^2/h = 38.7405 microsiemens
```
